**T-centre orientations and magnetic subsets in silicon**

The program applies the 48 cubic operations $R$ to a labelled C–C–H defect and finds 24 orientations, 12 on each sublattice. It asserts that each operation, with its sublattice shift, maps a finite piece of the diamond lattice onto lattice sites, and that the defect's stabilizer contains two operations, one of them the {110} mirror. An s–p orbital model with odd-parity mixing gives 12 distinct ground levels in a magnetic field and 24 in an electric field. For a $J=3/2$ hole with crystal-field tensor $D$, doublet separation $\Delta$ and linear Zeeman factor $g_1$, the tensor $g=g_1(1-6D/\Delta)$ is tested against diagonalization at low field. The subset number $(A+F)/2$ and the populations are asserted for six field directions, where $A$ counts the axes in the cubic star of the field and $F$ those kept by the mirror. For rough model parameters at 0.3 T along [137], the output lists 12 hole splittings between 4.8 and 13.0 GHz. It also sizes doublet mixing, the cubic Zeeman term, the diamagnetic shift and thermal population; the cubic term is the largest correction to the splittings and leaves the count at 12.

## Program and output

```python
"""T centre in silicon: orientations and magnetic subsets.

Result under test: a defect whose only symmetry is a {110} mirror has 24
orientations in silicon. They form 12 magnetic subsets in a general field,
and (A+F)/2 subsets in any field direction, where A is the number of axes
in the cubic star of the field and F the number kept by the mirror.
Symbols: R cubic operation, D crystal-field tensor of the J=3/2 hole,
delta separation of its two doublets, g1 and g2 linear and cubic hole
Zeeman factors, g = g1(1 - 6D/delta) tensor of the lower doublet.
Energies are divided by h and given in GHz; fields are in tesla.
"""
from itertools import permutations, product
from math import gcd
import numpy as np
from scipy import constants as const

# ---------- cubic operations and the diamond lattice ----------
operations = []
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        operations.append(R)
assert len({tuple(R.ravel()) for R in operations}) == 48

bonds = {(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)}


def is_site(p):
    """Diamond lattice test; coordinates in units of a/4."""
    if all(c % 2 == 0 for c in p):
        return sum(p) % 4 == 0
    return all(c % 2 == 1 for c in p) and (sum(p) - 3) % 4 == 0


def keeps_bonds(R):
    return {tuple(int(c) for c in R @ np.array(b)) for b in bonds} == bonds


host = [np.array(p) for p in product(range(-4, 5), repeat=3) if is_site(p)]
for R in operations:
    shift = 0 if keeps_bonds(R) else 1
    assert all(is_site(tuple(R @ p + shift)) for p in host)
    assert not all(is_site(tuple(R @ p + 1 - shift)) for p in host)

# ---------- orientations from labelled atoms (pm from the site) ----------
hydrogen = np.array([70, -70, 110])
t_centre = [("C", np.array([0, 0, 70])), ("C", np.array([0, 0, -70])),
            ("H", hydrogen)]


def image(R, atoms):
    sublattice = 0 if keeps_bonds(R) else 1
    moved = frozenset((s, tuple(int(c) for c in R @ p)) for s, p in atoms)
    return sublattice, moved


def distinct_images(atoms):
    found = {}
    for R in operations:
        found.setdefault(image(R, atoms), R)
    return found


found = distinct_images(t_centre)
orientations = list(found.values())
per_sublattice = [sum(k[0] == s for k in found) for s in (0, 1)]
identity = np.eye(3, dtype=int)
stabilizer = [R for R in operations
              if image(R, t_centre) == image(identity, t_centre)]
mirror = np.array([[0, -1, 0], [-1, 0, 0], [0, 0, 1]])
assert len(orientations) == 24 and per_sublattice == [12, 12]
assert len(stabilizer) == 2
assert any(np.array_equal(R, mirror) for R in stabilizer)
dumbbell_count = len(distinct_images(t_centre[:2]))
assert dumbbell_count == 6


def clusters(values, tol=1e-6):
    """Sizes of groups of equal numbers."""
    v = np.sort(np.asarray(values))
    cuts = np.flatnonzero(np.diff(v) > tol) + 1
    return [len(part) for part in np.split(v, cuts)]


# ---------- s-p orbital model with odd-parity mixing ----------
epsilon = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[i, j, k], epsilon[i, k, j] = 1, -1
odd_vector = np.array([0.3, -0.3, 0.5])
even_tensor = np.array([[0.2, 0.13, 0.11], [0.13, 0.2, -0.11],
                        [0.11, -0.11, -0.3]])
assert np.allclose(mirror @ odd_vector, odd_vector)
assert np.allclose(mirror @ even_tensor @ mirror.T, even_tensor)


def orbital_ground(R, magnetic, electric):
    H = np.zeros((4, 4), dtype=complex)
    H[1:, 1:] = np.eye(3) + R @ even_tensor @ R.T
    H[1:, 1:] += -1j * np.einsum("k,kij->ij", magnetic, epsilon)
    H[0, 1:] = H[1:, 0] = R @ odd_vector + electric
    return np.linalg.eigvalsh(H)[0]


probe, zero = np.array([0.17, 0.41, 0.73]), np.zeros(3)
orbital_B = clusters([orbital_ground(R, probe, zero)
                      for R in orientations], 1e-9)
orbital_E = clusters([orbital_ground(R, zero, probe)
                      for R in orientations], 1e-9)
assert orbital_B == [2] * 12 and orbital_E == [1] * 24

# ---------- hole model: rough parameters ----------
delta_meV, g1, g2, g_electron = 1.8, 1.2, -0.03, 2.005
field, temperature, tilt_deg = 0.3, 4.2, 30.0
linewidth, hole_radius_nm, hole_mass = 0.05, 3.0, 0.3
ratios = (-0.9, -0.1, 1.0)
mu_B = const.physical_constants["Bohr magneton in Hz/T"][0] * 1e-9
GHz_per_meV = 1e-3 * const.e / const.h * 1e-9
delta = delta_meV * GHz_per_meV


def field_tensor(tilt):
    t = np.radians(tilt)
    z, side = np.array([0, 0, 1.0]), np.array([1, -1, 0]) / np.sqrt(2)
    normal = np.array([1, 1, 0]) / np.sqrt(2)
    axes = (np.cos(t) * z + np.sin(t) * side, normal,
            -np.sin(t) * z + np.cos(t) * side)
    D = sum(r * np.outer(a, a) for r, a in zip(ratios, axes))
    return D * delta / (np.sqrt(6) * np.linalg.norm(D))


D0 = field_tensor(tilt_deg)
assert np.allclose(mirror @ D0 @ mirror.T, D0)
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1)
J = np.array([(raising + raising.T) / 2, (raising - raising.T) / 2j,
              np.diag(m)])
J_cubed = np.array([a @ a @ a for a in J])


def hole_levels(R, B, cubic=0.0):
    H = np.einsum("ij,iab,jbc->ac", R @ D0 @ R.T, J, J)
    H = H + mu_B * np.einsum("i,iab->ab", B, g1 * J + cubic * J_cubed)
    return np.linalg.eigvalsh(H)


def splitting(R, B, cubic=0.0):
    levels = hole_levels(R, B, cubic)
    return levels[1] - levels[0]


zero_field = hole_levels(identity, zero)
assert np.allclose(zero_field, np.array([-1, -1, 1, 1]) * delta / 2)
g_tensor = g1 * (np.eye(3) - 6 * D0 / delta)
for R in orientations:
    B = 0.01 * probe / np.linalg.norm(probe)
    linear = mu_B * np.linalg.norm(R @ g_tensor @ R.T @ B)
    assert abs(splitting(R, B) / linear - 1) < 1e-5


def distinct_tensors(T):
    kept = []
    for R in orientations:
        rotated = R @ T @ R.T
        if not any(np.allclose(rotated, S @ T @ S.T, atol=1e-8)
                   for S in kept):
            kept.append(R)
    return kept


subsets = distinct_tensors(g_tensor)
untilted = len(distinct_tensors(field_tensor(0.0)))
assert len(subsets) == 12 and untilted == 6


# ---------- special field directions: axis counting ----------
def axis(v):
    v = tuple(int(c) for c in v)
    return max(v, tuple(-c for c in v))


def axis_count(n):
    star = {axis(R @ np.array(n)) for R in operations}
    orbits = {frozenset((a, axis(mirror @ np.array(a)))) for a in star}
    fixed = sum(len(o) == 1 for o in orbits)
    sizes = sorted(24 * len(o) // len(star) for o in orbits)
    return len(star), fixed, sizes


direction_rows = []
for n in ((0, 0, 1), (1, 1, 1), (1, 1, 0), (0, 1, 2), (1, 1, 3), (1, 2, 4)):
    A, F, sizes = axis_count(n)
    B = field * np.array(n) / np.linalg.norm(n)
    counted = clusters([splitting(R, B) for R in orientations])
    assert sorted(counted) == sizes and 2 * len(counted) == A + F
    direction_rows.append((n, A, F, len(counted), sizes))
assert [row[3] for row in direction_rows] == [2, 3, 4, 6, 7, 12]


# ---------- field direction with the largest minimum spacing ----------
def effective_g(n):
    unit = np.array(n) / np.linalg.norm(n)
    return np.array([np.linalg.norm(R @ g_tensor @ R.T @ unit)
                     for R in subsets])


candidates = [(h, k, l) for h in range(1, 10) for k in range(h + 1, 10)
              for l in range(k + 1, 10) if gcd(gcd(h, k), l) == 1]
best = max(candidates, key=lambda n: np.diff(np.sort(effective_g(n))).min())
B_best = field * np.array(best) / np.linalg.norm(best)
g_hole = effective_g(best)
linear = mu_B * field * g_hole
full = np.array([splitting(R, B_best) for R in subsets])
with_cubic = np.array([splitting(R, B_best, g2) for R in subsets])
for cubic in (0.0, g2):
    all_24 = [splitting(R, B_best, cubic) for R in orientations]
    assert clusters(all_24) == [2] * 12

half = mu_B * field / 2
lines = np.sort([half * (s * g_electron + t * g)
                 for g in g_hole for s in (1, -1) for t in (1, -1)])
centre_shift = np.array([hole_levels(R, B_best)[:2].mean() + delta / 2
                         for R in subsets])
diamagnetic = (const.e * field * hole_radius_nm * 1e-9) ** 2 / (
    12 * hole_mass * const.m_e) / const.h * 1e-9
boltzmann = np.exp(-delta * 1e9 * const.h / (const.k * temperature))

# ---------- output ----------
print("cubic operations:", len(operations), " stabilizer:", len(stabilizer))
print("orientations:", len(orientations), " per sublattice:", per_sublattice)
print("orientations without hydrogen:", dumbbell_count)
print("s-p model levels: magnetic", len(orbital_B),
      " electric", len(orbital_E))
print("distinct g tensors:", len(subsets), " with zero tilt:", untilted)
print("field direction: axes A, mirror-fixed F, subsets N, centres of 24")
for n, A, F, N, sizes in direction_rows:
    print(" ", n, A, F, N, sizes)
print(f"doublet separation: {delta_meV} meV = {delta:.1f} GHz")
print(f"g1 = {g1}, g2 = {g2}, electron g = {g_electron}")
print("D principal ratios (tilted, normal, third):", ratios)
print(f"tilt from [001]: {tilt_deg} deg")
principal = g1 * (1 - np.sqrt(6) * np.array(ratios) / np.linalg.norm(ratios))
assert np.allclose(np.sort(principal), np.linalg.eigvalsh(g_tensor))
print("hole g principal values (same order):", np.round(principal, 3))
print(f"mu_B/h = {mu_B:.4f} GHz/T, field = {field} T")
print("directions scanned:", len(candidates), " best field along:", best)
print("H position +/- (pm) | hole g | splitting, inner, outer offset (GHz)")
for i in np.argsort(g_hole):
    h_pos = tuple(int(c) for c in subsets[i] @ hydrogen)
    inner, outer = half * abs(g_electron - g_hole[i]), half * (
        g_electron + g_hole[i])
    print(f"  {str(h_pos):16s} {g_hole[i]:.3f} {linear[i]:7.3f}"
          f" {inner:7.3f} {outer:7.3f}")
print(f"smallest spacing of hole splittings: "
      f"{np.diff(np.sort(linear)).min():.3f} GHz")
print(f"splitting range: {linear.min() / GHz_per_meV * 1e3:.2f} to "
      f"{linear.max() / GHz_per_meV * 1e3:.2f} ueV")
print("distinct optical lines:", len(clusters(lines)),
      f" smallest spacing: {np.diff(lines).min():.4f} GHz")
print(f"doublet mixing, largest splitting change: "
      f"{abs(full - linear).max():.5f} GHz")
print(f"doublet mixing, common shift: {centre_shift.min():.4f} to "
      f"{centre_shift.max():.4f} GHz")
print(f"cubic Zeeman term, largest splitting change: "
      f"{abs(with_cubic - full).max():.3f} GHz")
print(f"smallest hole spacing with cubic term: "
      f"{np.diff(np.sort(with_cubic)).min():.3f} GHz")
print(f"diamagnetic shift: {diamagnetic:.4f} GHz "
      f"(radius {hole_radius_nm} nm, mass {hole_mass} m_e)")
print(f"upper/lower doublet population at {temperature} K: {boltzmann:.4f}")
print(f"assumed linewidth: {linewidth} GHz")
print("verified")
```

Running it gives:

```
cubic operations: 48  stabilizer: 2
orientations: 24  per sublattice: [12, 12]
orientations without hydrogen: 6
s-p model levels: magnetic 12  electric 24
distinct g tensors: 12  with zero tilt: 6
field direction: axes A, mirror-fixed F, subsets N, centres of 24
  (0, 0, 1) 3 1 2 [8, 16]
  (1, 1, 1) 4 2 3 [6, 6, 12]
  (1, 1, 0) 6 2 4 [4, 4, 8, 8]
  (0, 1, 2) 12 0 6 [4, 4, 4, 4, 4, 4]
  (1, 1, 3) 12 2 7 [2, 2, 4, 4, 4, 4, 4]
  (1, 2, 4) 24 0 12 [2, 2, 2, 2, 2, 2, 2, 2, 2, 2, 2, 2]
doublet separation: 1.8 meV = 435.2 GHz
g1 = 1.2, g2 = -0.03, electron g = 2.005
D principal ratios (tilted, normal, third): (-0.9, -0.1, 1.0)
tilt from [001]: 30.0 deg
hole g principal values (same order): [ 3.161  1.418 -0.979]
mu_B/h = 13.9962 GHz/T, field = 0.3 T
directions scanned: 79  best field along: (1, 3, 7)
H position +/- (pm) | hole g | splitting, inner, outer offset (GHz)
  (70, -110, 70)   1.135   4.764   1.827   6.591
  (70, 110, -70)   1.250   5.250   1.584   6.835
  (110, 70, -70)   1.377   5.781   1.319   7.100
  (110, -70, -70)  1.480   6.216   1.101   7.318
  (110, -70, 70)   1.627   6.830   0.794   7.624
  (110, 70, 70)    2.017   8.468   0.025   8.443
  (70, 70, -110)   2.074   8.708   0.145   8.564
  (70, -110, -70)  2.222   9.331   0.456   8.875
  (70, -70, 110)   2.343   9.840   0.710   9.129
  (70, 110, 70)    2.406  10.102   0.841   9.260
  (70, -70, -110)  2.849  11.963   1.772  10.191
  (70, 70, 110)    3.091  12.977   2.279  10.698
smallest spacing of hole splittings: 0.241 GHz
splitting range: 19.70 to 53.67 ueV
distinct optical lines: 48  smallest spacing: 0.0470 GHz
doublet mixing, largest splitting change: 0.00074 GHz
doublet mixing, common shift: -0.0514 to -0.0152 GHz
cubic Zeeman term, largest splitting change: 0.637 GHz
smallest hole spacing with cubic term: 0.192 GHz
diamagnetic shift: 0.0096 GHz (radius 3.0 nm, mass 0.3 m_e)
upper/lower doublet population at 4.2 K: 0.0069
assumed linewidth: 0.05 GHz
verified
```
